# Hyperfine Coupling of a Donor Electron at Its Ionization Point: test program

```python
"""
Donor-interface electron: hyperfine coupling at the ionization point.

Result under test: with detuning eps = e*d*(F - F0) and tunnelling gap V
(the full minimum splitting, off-diagonal element V/2), the ground state has
    A(F) = (A/2) * (1 - eps/sqrt(eps^2 + V^2)),
so A(F0) = A/2 and |dA/dF| at F0 = e*A*d/(2*V).

A  : hyperfine coupling of the electron wholly on the donor
d  : distance between donor and interface charge centres along the field
F  : field pulling the electron to the interface; F0 : ionization field
Tests: matrix diagonalization, a spin-resolved Hamiltonian, thermal traces,
and a one-dimensional effective-mass problem solved on a grid.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq, minimize_scalar

# ---------- example parameters (rough values, phosphorus in silicon) ----------
A_MHz = 120.0            # donor hyperfine coupling / h
d_nm = 15.0              # charge-centre separation
V_ueV = 40.0             # tunnelling gap
F0_Vcm = 4.0e4           # ionization field
T_K = 0.1                # temperature of use
T_warm_K = 4.2           # liquid-helium temperature, for comparison
valley_ueV = 200.0       # splitting to the second interface valley level
stark_um2_V2 = 3.0e-3    # quadratic Stark coefficient of A (reduction)

ueV_per_field = d_nm * 1e-9 * 100.0 * 1e6     # e*d in ueV per (V/cm)
A_ueV = A_MHz * 1e6 * const.h / const.e * 1e6


def two_level(eps, gap):
    return 0.5 * np.array([[eps, gap], [gap, -eps]])


def donor_weight(eps, gap):
    """Ground-state donor weight from numerical eigenvectors."""
    return np.linalg.eigh(two_level(eps, gap))[1][0, 0] ** 2


def weight_formula(eps, gap):
    return 0.5 * (1.0 - eps / np.sqrt(eps**2 + gap**2))


# ---------- two-level diagonalization against the formulas ----------
for eps in np.linspace(-5 * V_ueV, 5 * V_ueV, 21):
    assert abs(donor_weight(eps, V_ueV) - weight_formula(eps, V_ueV)) < 1e-12

slope_formula = A_MHz * ueV_per_field / (2 * V_ueV)       # MHz per V/cm


def numerical_slope(field_offset, step=0.01):
    hi = donor_weight(ueV_per_field * (field_offset + step), V_ueV)
    lo = donor_weight(ueV_per_field * (field_offset - step), V_ueV)
    return A_MHz * (hi - lo) / (2 * step)


slope_numeric = numerical_slope(0.0)
assert abs(slope_numeric + slope_formula) < 1e-5 * slope_formula
half_slope_field = V_ueV * np.sqrt(2 ** (2 / 3) - 1) / ueV_per_field
for sign in (-1, 1):
    ratio = numerical_slope(sign * half_slope_field) / slope_numeric
    assert abs(ratio - 0.5) < 1e-5

# ---------- orbital, electron spin and nuclear spin together ----------
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
spin_product = sum(np.kron(s, s) for s in (sx, sy, sz))
donor_projector = np.diag([1.0, 0.0])


def spin_splitting(eps):
    """Triplet-singlet splitting (ueV) of the lower orbital branch."""
    H = np.kron(two_level(eps, V_ueV), np.eye(4))
    H = H + A_ueV * np.kron(donor_projector, spin_product)
    levels = np.linalg.eigvalsh(H)
    assert abs(levels[3] - levels[1]) < 1e-10      # triplet is degenerate
    return levels[1] - levels[0]


spin_half = spin_splitting(0.0) / A_ueV
spin_correction = A_ueV / (4 * V_ueV)
assert abs(spin_half - 0.5 * (1 + spin_correction)) < 1e-6
eps_step = 0.01 * V_ueV
spin_slope = (spin_splitting(eps_step) - spin_splitting(-eps_step))
spin_slope *= ueV_per_field / (2 * eps_step) * A_MHz / A_ueV
assert abs(spin_slope / slope_formula + 1) < 1e-3

# ---------- thermal average over the two orbital states ----------


def thermal_weight(eps, temperature):
    kT = const.k * temperature / const.e * 1e6
    rho = expm(-two_level(eps, V_ueV) / kT)
    return rho[0, 0] / np.trace(rho)


thermal_factor = {}
for temperature in (T_K, T_warm_K):
    kT = const.k * temperature / const.e * 1e6
    thermal_factor[temperature] = np.tanh(V_ueV / (2 * kT))
    assert abs(thermal_weight(0.0, temperature) - 0.5) < 1e-12
    h = 1e-3 * V_ueV
    slope_T = (thermal_weight(h, temperature)
               - thermal_weight(-h, temperature)) / (2 * h)
    assert abs(-slope_T * 2 * V_ueV - thermal_factor[temperature]) < 1e-5

# ---------- a second interface valley level ----------


def three_level(eps, splitting):
    t = V_ueV / 2
    return np.linalg.eigh(np.array([[eps, t, t],
                                    [t, 0.0, 0.0],
                                    [t, 0.0, splitting]]))


def valley_case(splitting):
    """Donor weight, slope relative to 1/(2 gap), and gap at minimum gap."""
    def gap_of(eps):
        levels = three_level(eps, splitting)[0]
        return levels[1] - levels[0]
    best = minimize_scalar(gap_of, bounds=(-V_ueV, V_ueV), method="bounded",
                           options={"xatol": 1e-7})
    weights = three_level(best.x, splitting)[1][0] ** 2
    assert abs(weights[0] - (1 - weights[2]) / 2) < 1e-5
    h = 1e-3 * V_ueV
    slope = (three_level(best.x + h, splitting)[1][0, 0] ** 2
             - three_level(best.x - h, splitting)[1][0, 0] ** 2) / (2 * h)
    return weights[0], -slope * 2 * best.fun, best.fun, best.x


valley_weight, valley_slope, valley_gap, valley_shift = valley_case(valley_ueV)
far_weight, far_slope, _, _ = valley_case(10 * valley_ueV)
assert abs(far_weight - 0.5) < abs(valley_weight - 0.5) / 3
assert abs(far_slope - 1) < abs(valley_slope - 1) / 3

# ---------- grid solution of a donor well near a hard wall ----------
# Lengths in nm, energies in meV, field energy slope in meV/nm.
mass_ratio = 0.92
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e3 * 1e18
spacing = 0.05
depth = 15.0
well_depth, well_width = 80.0, 1.0
grid = spacing * np.arange(1, 601)


def solve_grid(field, well=True, wall=0.0, count=1):
    z = grid[grid > wall + 1e-9]
    potential = field * z
    if well:
        potential = potential - well_depth * np.exp(
            -(z - depth) ** 2 / (2 * well_width**2))
    hop = kinetic / spacing**2
    energies, states = eigh_tridiagonal(
        2 * hop + potential, -hop * np.ones(len(z) - 1),
        select="i", select_range=(0, count - 1))
    site = np.argmin(abs(z - depth))
    centres = (states**2 * z[:, None]).sum(axis=0)
    return energies, centres, states[site] ** 2


barrier_wall = 6.0       # hides the interface well from the isolated donor


def isolated_offset(field):
    donor = solve_grid(field, wall=barrier_wall)[0][0]
    return donor - solve_grid(field, well=False)[0][0]


crossing = brentq(isolated_offset, 3.0, 6.0, xtol=1e-10)


def grid_gap(field):
    levels = solve_grid(field, count=2)[0]
    return levels[1] - levels[0]


minimum = minimize_scalar(grid_gap, bounds=(crossing - 0.02, crossing + 0.02),
                          method="bounded", options={"xatol": 1e-9})
grid_F0, grid_V = minimum.x, minimum.fun
_, donor_centre, donor_contact = solve_grid(grid_F0, wall=barrier_wall)
interface_centre = solve_grid(grid_F0, well=False)[1]
grid_d = donor_centre[0] - interface_centre[0]


def grid_ratio(field):
    """Ground-state density at the donor relative to the isolated donor."""
    return solve_grid(field, count=2)[2][0] / donor_contact[0]


grid_half = grid_ratio(grid_F0)
field_step = 0.02 * grid_V / grid_d
grid_slope = (grid_ratio(grid_F0 + field_step)
              - grid_ratio(grid_F0 - field_step)) / (2 * field_step)
grid_slope_ratio = -grid_slope / (grid_d / (2 * grid_V))
contact_sum = solve_grid(grid_F0, count=2)[2].sum() / donor_contact[0]
curve_error = max(
    abs(grid_ratio(grid_F0 + x * grid_V / grid_d) - weight_formula(x, 1.0))
    for x in (-3, -2, -1, -0.5, 0.5, 1, 2, 3))

# Tolerances allow for the small orbital tails that the two-level model drops.
assert abs(crossing - grid_F0) * grid_d < 0.2 * grid_V
assert abs(grid_half - 0.5) < 0.01
assert abs(grid_slope_ratio - 1) < 0.02
assert abs(contact_sum - 1) < 0.01
assert curve_error < 0.01

# ---------- quadratic Stark reduction of the donor coupling ----------
stark_loss = stark_um2_V2 * (F0_Vcm * 1e-4) ** 2
stark_half = A_MHz * (1 - stark_loss) / 2
stark_slope = slope_formula * (1 - stark_loss)
stark_background = A_MHz * stark_um2_V2 * F0_Vcm * 1e-8

# ---------- printed numbers ----------
print("EXAMPLE INPUTS (rough, P in Si)")
print(f"donor coupling A/h = {A_MHz:.0f} MHz")
print(f"A as an energy = {A_ueV:.4f} ueV")
print(f"separation d = {d_nm:.0f} nm")
print(f"tunnelling gap V = {V_ueV:.0f} ueV")
print(f"ionization field F0 = {F0_Vcm:.0f} V/cm")
print("EXAMPLE RESULTS")
print(f"e*d = {ueV_per_field:.3f} ueV per V/cm")
print(f"coupling at F0 = {A_MHz * donor_weight(0.0, V_ueV):.2f} MHz")
print(f"slope magnitude, formula = {slope_formula:.4f} MHz per V/cm")
print(f"slope, diagonalization = {slope_numeric:.4f} MHz per V/cm")
print(f"slope magnitude converted = {slope_formula * 10:.2f} kHz per V/m")
print(f"field scale V/(e*d) = {V_ueV / ueV_per_field:.2f} V/cm")
print(f"slope halves at F - F0 = +/-{half_slope_field:.2f} V/cm")
for offset in (-10.0, 10.0):
    value = A_MHz * donor_weight(ueV_per_field * offset, V_ueV)
    print(f"coupling at F - F0 = {offset:+.0f} V/cm: {value:.2f} MHz")
print("NEGLECTED EFFECTS")
print(f"spin correction A/(4V) = {100 * spin_correction:.3f} %")
print(f"spin-resolved coupling at F0 = {spin_half:.5f} A")
print(f"thermal slope factor at {T_K} K = {thermal_factor[T_K]:.4f}")
print(f"thermal slope factor at {T_warm_K} K = {thermal_factor[T_warm_K]:.4f}")
print(f"Stark coefficient (rough) = {stark_um2_V2:.3f} um^2/V^2")
print(f"Stark reduction of A at F0 = {100 * stark_loss:.1f} %")
print(f"halved coupling with Stark reduction = {stark_half:.1f} MHz")
print(f"crossing slope with Stark reduction = {stark_slope:.3f} MHz per V/cm")
print(f"direct Stark slope = {stark_background:.2e} MHz per V/cm")
print(f"second valley level (rough) = {valley_ueV:.0f} ueV higher")
print(f"donor weight at minimum gap, 3 levels = {valley_weight:.4f}")
print(f"3-level minimum gap = {valley_gap:.2f} ueV")
print(f"3-level detuning at minimum gap = {valley_shift:.2f} ueV")
print(f"3-level slope / two-level slope at that gap = {valley_slope:.4f}")
print("ONE-DIMENSIONAL GRID TEST")
print(f"effective mass = {mass_ratio:.2f} m_e, donor depth = {depth:.0f} nm")
print(f"Gaussian well: depth {well_depth:.0f} meV, sigma {well_width:.0f} nm")
print(f"ionization field = {grid_F0 * 1e4:.1f} V/cm")
print(f"isolated-level crossing = {crossing * 1e4:.1f} V/cm")
print(f"minimum gap = {grid_V * 1e3:.3f} ueV")
print(f"charge-centre separation = {grid_d:.3f} nm")
print(f"contact density at F0 / isolated donor = {grid_half:.5f}")
print(f"grid slope / two-level slope = {grid_slope_ratio:.5f}")
print(f"summed contact density of both states = {contact_sum:.5f}")
print(f"largest deviation along the curve = {curve_error:.5f}")
print("all good")
```

Printed output:

```
EXAMPLE INPUTS (rough, P in Si)
donor coupling A/h = 120 MHz
A as an energy = 0.4963 ueV
separation d = 15 nm
tunnelling gap V = 40 ueV
ionization field F0 = 40000 V/cm
EXAMPLE RESULTS
e*d = 1.500 ueV per V/cm
coupling at F0 = 60.00 MHz
slope magnitude, formula = 2.2500 MHz per V/cm
slope, diagonalization = -2.2500 MHz per V/cm
slope magnitude converted = 22.50 kHz per V/m
field scale V/(e*d) = 26.67 V/cm
slope halves at F - F0 = +/-20.44 V/cm
coupling at F - F0 = -10 V/cm: 81.07 MHz
coupling at F - F0 = +10 V/cm: 38.93 MHz
NEGLECTED EFFECTS
spin correction A/(4V) = 0.310 %
spin-resolved coupling at F0 = 0.50155 A
thermal slope factor at 0.1 K = 0.9809
thermal slope factor at 4.2 K = 0.0552
Stark coefficient (rough) = 0.003 um^2/V^2
Stark reduction of A at F0 = 4.8 %
halved coupling with Stark reduction = 57.1 MHz
crossing slope with Stark reduction = 2.142 MHz per V/cm
direct Stark slope = 1.44e-04 MHz per V/cm
second valley level (rough) = 200 ueV higher
donor weight at minimum gap, 3 levels = 0.4949
3-level minimum gap = 39.80 ueV
3-level detuning at minimum gap = 2.06 ueV
3-level slope / two-level slope at that gap = 0.9835
ONE-DIMENSIONAL GRID TEST
effective mass = 0.92 m_e, donor depth = 15 nm
Gaussian well: depth 80 meV, sigma 1 nm
ionization field = 46725.3 V/cm
isolated-level crossing = 46725.1 V/cm
minimum gap = 41.173 ueV
charge-centre separation = 11.596 nm
contact density at F0 / isolated donor = 0.49828
grid slope / two-level slope = 0.99976
summed contact density of both states = 0.99996
largest deviation along the curve = 0.00155
all good
```
